\section*{Split-Operator Propagation of the Dirac Equation and Its Time-Step Error}

\section{A relativistic packet in a barrier and a pulse}

An electron wave packet moves at more than half the speed of light towards a potential barrier while an electromagnetic pulse first accelerates and then slows it. The rest energy alone makes the phase of the packet rotate at an angular frequency near $1.9\times10^4$ in atomic units. A numerical propagator must handle this rapid phase, preserve the norm, and avoid transferring amplitude between the positive and negative energy branches by numerical error.

Hartree atomic units are used, with $\hbar=m=1$ and electron charge $-1$. The Hamiltonian is
\begin{equation}
H(t)=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V,
\qquad \mathbf p=-i\nabla ,
\end{equation}
where $V$ is the electron's potential energy. The Hermitian matrices obey $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$, $\alpha_i\beta+\beta\alpha_i=0$ and $\beta^2=1$. The fields are prescribed, real and smooth, and space is a periodic grid that resolves the state.

\section{The exact kinetic factor}

For a numerical momentum $\mathbf q$, define $K(\mathbf q)=c\,\boldsymbol\alpha\cdot\mathbf q+\beta c^2$. In its square the cross terms between $\boldsymbol\alpha$ and $\beta$ cancel by anticommutation. Since $q_iq_j$ is symmetric,
\begin{equation}
(\boldsymbol\alpha\cdot\mathbf q)^2
=\tfrac12\sum_{ij}q_iq_j(\alpha_i\alpha_j+\alpha_j\alpha_i)=q^2 ,
\end{equation}
and therefore
\begin{equation}
K^2=c^2q^2+c^4=E^2,\qquad E=c\sqrt{q^2+c^2}.
\end{equation}
Even powers of $K$ are powers of $E^2$, and odd powers contain one remaining $K$. Summing the two parts of the exponential series gives, for a step $\tau$,
\begin{equation}
e^{-iK\tau}=\cos(E\tau)-iK\frac{\sin(E\tau)}{E}. \label{free}
\end{equation}
This holds for any $\tau$, so a free packet can be propagated over the whole duration in one step. The matrix in \eqref{free} is the kinetic one. The full $H$ with a position-dependent $V$ does not square to a number, and the formula does not apply to it.

In one dimension take $\alpha=\sigma_x$ and $\beta=\sigma_z$. With $C=\cos(E\tau)$ and $S=\sin(E\tau)/E$, the Fourier components $(u,l)$ of the spinor become
\begin{align}
u'&=(C-ic^2S)u-icqS\,l,\\
l'&=-icqS\,u+(C+ic^2S)l .
\end{align}

\section{The algorithm and the vector potential}

Write the Hamiltonian at the midpoint of a step as $K+W$, where $K$ is handled in momentum space and $W$ in position space. One step is
\begin{equation}
\mathcal S=e^{-iW\tau/2}e^{-iK\tau}e^{-iW\tau/2}. \label{strang}
\end{equation}
In operational order: multiply by the half factor of $W$, Fourier transform, apply \eqref{free} at each momentum, transform back, and multiply by the half factor again. Each exponent is $-i$ times a Hermitian operator, and the normalized discrete Fourier transform is unitary. Hence $\mathcal S^\dagger\mathcal S=1$ for every $\tau$, apart from rounding. The norm therefore says nothing about the splitting error.

Three ways of placing the term $c\,\boldsymbol\alpha\cdot\mathbf A$ are treated here.

\textit{Uniform field.} If $\mathbf A$ depends on time alone, it commutes with $\mathbf p$. The kinetic factor is then \eqref{free} with $\mathbf q=\mathbf p+\mathbf A(t+\tau/2)$, and $W=V$. This choice also keeps a uniform electric field compatible with the periodic grid, which a potential linear in $x$ is not.

\textit{Static gradient.} If $\mathbf A=\nabla\chi(\mathbf x)$, the product rule gives $e^{-i\chi}\mathbf p\,e^{i\chi}=\mathbf p+\nabla\chi$. The same similarity transformation applies to every power of $K(\mathbf p)$, so
\begin{equation}
e^{-iK(\mathbf p+\nabla\chi)\tau}=e^{-i\chi}e^{-iK(\mathbf p)\tau}e^{i\chi}.
\end{equation}
On a grid this requires $e^{i\chi}\psi$ to be resolved, and $e^{i\chi}$ to be periodic.

\textit{General field.} A magnetic field cannot be removed by a gradient. At one point $\mathbf x$ the components of $\mathbf A$ are numbers, so $(\boldsymbol\alpha\cdot\mathbf A)^2=|\mathbf A|^2$, and $V$ commutes with $\boldsymbol\alpha\cdot\mathbf A$. The series argument used for \eqref{free} gives
\begin{equation}
e^{-is(V+c\boldsymbol\alpha\cdot\mathbf A)}
=e^{-isV}\left[\cos(c|\mathbf A|s)
-i\,\boldsymbol\alpha\cdot\mathbf A\,
\frac{\sin(c|\mathbf A|s)}{|\mathbf A|}\right],
\end{equation}
with $s=\tau/2$ in \eqref{strang}. At $|\mathbf A|=0$ the quotient takes its limit $cs$. The factor is exact, but its product with the kinetic factor carries a splitting error.

\section{The error of one step}

Set $X=-iW$ and $Y=-iK$. Because \eqref{strang} is symmetric, $\mathcal S(-\tau)\mathcal S(\tau)=1$. Its logarithm is therefore odd in $\tau$, and for small steps $\mathcal S=\exp[\tau(X+Y)+\tau^3Z+O(\tau^5)]$. The third-order terms of the product are
\begin{equation}
\tfrac16(X^3+Y^3)+\tfrac18(X^2Y+YX^2)+\tfrac14XYX+\tfrac14(XY^2+Y^2X),
\end{equation}
while those of the single exponential are $(X+Y)^3/6+Z$. Subtraction gives
\begin{align}
Z&=-\tfrac1{24}(X^2Y-2XYX+YX^2)+\tfrac1{12}(Y^2X-2YXY+XY^2)\nonumber\\
&=-\tfrac1{24}[X,[X,Y]]+\tfrac1{12}[Y,[Y,X]].
\end{align}
Each double commutator contains $(-i)^3=i$. Writing $Z=-iD$, so that $D=iZ$, yields
\begin{equation}
\mathcal S=e^{-i\tau(K+W+\tau^2D+\cdots)},\qquad
D=\tfrac1{24}[W,[W,K]]-\tfrac1{12}[K,[K,W]]. \label{D}
\end{equation}

For time-dependent fields, freezing $H$ at the midpoint adds another error. Let $r$ be the time measured from the midpoint and $H_m$ the midpoint Hamiltonian, so that $H=H_m+r\dot H+r^2\ddot H/2+\cdots$. In the interaction picture of $H_m$ the perturbation is
\begin{equation}
e^{iH_mr}\left(r\dot H+\tfrac{r^2}{2}\ddot H\right)e^{-iH_mr}
=r\dot H+r^2\left(\tfrac12\ddot H+i[H_m,\dot H]\right)+O(r^3).
\end{equation}
Integration from $-\tau/2$ to $\tau/2$ removes the linear term and multiplies the quadratic one by $\tau^3/12$. Terms of second order in the perturbation do not enter before $\tau^4$. The true step is therefore
\begin{equation}
U=e^{-iH_m\tau/2}(1-i\tau^3M)e^{-iH_m\tau/2}+O(\tau^4),\qquad
M=\tfrac1{24}\ddot H+\tfrac i{12}[H_m,\dot H]. \label{M}
\end{equation}
To the same order $\mathcal S$ has this form with $D$ in place of $M$. Hence $\mathcal S-U=-i\tau^3\mathcal D+O(\tau^4)$, with $\mathcal D=D-M$.

\subsection{Uniform potential in the kinetic factor}

In one dimension $K=c\sigma_x(p+A)+c^2\sigma_z$ and $W=V(x)$. A prime denotes $d/dx$ and a dot denotes $d/dt$. From $[p,V]=-iV'$,
\begin{equation}
[K,V]=-ic\sigma_xV'.
\end{equation}
This commutes with $V$, so $[V,[V,K]]=0$: the Dirac kinetic term is linear in $p$. For the other double commutator use $[p,V']=-iV''$, $\sigma_x^2=1$ and $[\sigma_z,\sigma_x]=2i\sigma_y$:
\begin{equation}
[K,[K,V]]=-ic^2(-iV'')-ic^3V'(2i\sigma_y)
=-c^2V''+2c^3\sigma_yV'.
\end{equation}
Thus $D=c^2V''/12-c^3\sigma_yV'/6$. For the midpoint correction, $\dot H=c\sigma_x\dot A$ and
\begin{equation}
[H_m,\dot H]=c^3\dot A[\sigma_z,\sigma_x]=2ic^3\dot A\sigma_y,
\qquad M=\frac{c\sigma_x\ddot A}{24}-\frac{c^3\sigma_y\dot A}{6}.
\end{equation}
Subtracting gives
\begin{equation}
\mathcal D_{\rm kin}=\frac{c^2V''}{12}
+\frac{c^3\sigma_y}{6}(\dot A-V')-\frac{c\sigma_x\ddot A}{24}. \label{kin}
\end{equation}
The combination $F=\dot A-V'$ is the force, since $d(p+A)/dt=-V'+\dot A$. A field described by $A$ and one described by $V$ thus give the same $\sigma_y$ term.

The matrix $\sigma_y$ anticommutes with $K$. If $Ku=Eu$, then $2E\,u^\dagger\sigma_yu=u^\dagger(K\sigma_y+\sigma_yK)u=0$, so at fixed momentum this term connects opposite energy branches alone. Those matrix elements oscillate at angular frequency $2E$. For a spatially uniform force that varies slowly in time, the part of the contribution linear in $F$ therefore stays bounded. A part quadratic in $F$ does not oscillate. The force rotates the direction $(\langle\sigma_x\rangle,\langle\sigma_z\rangle)=(\sin\theta,\cos\theta)$ of the positive-energy eigenspinor, where $\tan\theta=q/c$, at the rate $\dot\theta=c^3F/E^2$, and the true state follows with a small lag that gives $\langle\sigma_y\rangle\simeq-c^3F/(2E^3)$. The term then shifts the energy by $-\tau^2c^6F^2/(12E^3)$. For a force $F=\dot A$ the last term of \eqref{kin} cancels half of this. Its mean value is $-v\ddot A/24$ with the velocity $v=c^2q/E$, and integration by parts over a pulse turns it into $\dot v\dot A/24=c^6F^2/(24E^3)$, because $dv/dq=c^6/E^3$. The remaining shift $-\tau^2c^6F^2/(24E^3)$ accumulates as a phase error under an oscillating field. A force that depends on position couples $q$ to $q'=q+k$, and the term then acts within the branch already at first order in the force. The positive-energy spinor is $u=(\cos\frac\theta2,\sin\frac\theta2)$ with $\tan\theta=q/c$, so $d\theta/dq=c^3/E^2$ and $u(q')^\dagger\sigma_yu(q)=i\sin[(\theta'-\theta)/2]\simeq ikc^3/(2E^2)$. If $V_k$ is the Fourier component of $V$, those of $V'$ and $V''$ are $ikV_k$ and $-k^2V_k$. The term $-c^3\sigma_yV'/6$ therefore contributes $-c^6V''/(12E^2)$ within the branch. This part has no $2E$ oscillation, and it combines with the first term of \eqref{kin} to give $v^2V''/12$ to first order in $V$ and lowest order in $k$. At order $\tau^2$ this does not imply growth. For static $V$ and constant $A$, $[V,[K,V]]=0$ gives $D=-\frac1{12}[H,[H,V]]$, which is a total time derivative along the evolution. The solution of \eqref{phi} below is then $\varphi(T)=\frac1{12}\left(B\psi(T)-e^{-iHT}B\psi(0)\right)$ with $B=[H,V]=-ic\sigma_xV'$. The error of order $\tau^2$ is therefore bounded by $\tau^2c\max|V'|/6$ for every duration. The bound does not cover terms of order $\tau^4$, which can accumulate, so over a long enough duration the total error can exceed it.

\subsection{Uniform potential in the position factor}

Now take $K=c\sigma_xp+c^2\sigma_z$ and $W=V+c\sigma_xA$. The additional commutators follow from
\begin{equation}
[K,c\sigma_xA]=c^3A[\sigma_z,\sigma_x]=2ic^3A\sigma_y .
\end{equation}
With $[\sigma_x,\sigma_y]=2i\sigma_z$ and $[\sigma_z,\sigma_y]=-2i\sigma_x$,
\begin{align}
[K,[K,c\sigma_xA]]&=2ic^3A(2icp\sigma_z-2ic^2\sigma_x)\nonumber\\
&=-4c^4Ap\sigma_z+4c^5A\sigma_x,\\
[W,[W,K]]&=[c\sigma_xA,-2ic^3A\sigma_y]=4c^4A^2\sigma_z .
\end{align}
In the last line $V$ drops out because it commutes with $\sigma_y$, and because $[V,K]=ic\sigma_xV'$ commutes with $W$. Inserting these in \eqref{D}, with $M$ unchanged, gives
\begin{equation}
\mathcal D_{\rm pos}=\mathcal D_{\rm kin}
+c^4\sigma_z\left(\frac{A^2}{6}+\frac{Ap}{3}\right)
-\frac{c^5A\sigma_x}{3}. \label{pos}
\end{equation}
The extra error survives when $V=0$ and $A$ is constant, a case with no force at all. It depends on the gauge: adding a constant to $A$ changes it, although the physics is the same. For a general field one can put a spatially uniform part of $\mathbf A$ in the kinetic factor and leave the remainder in the local one. The uniform part should be close to $\mathbf A$ where the packet is; the mean over the whole box can be a poor choice if the packet sits where $\mathbf A$ is small.

\section{From one step to the whole evolution}

Let $e_n$ be the numerical state minus the true state after $n$ steps. Adding and subtracting $U\psi_n^{\rm num}$ gives
\begin{equation}
e_{n+1}=Ue_n+(\mathcal S-U)\psi_n^{\rm num}.
\end{equation}
Unitarity of $U$ means that earlier errors are transported without growth. There are $T/\tau$ contributions of size $\tau^3$, and their sum tends to an integral:
\begin{equation}
e(T)=-i\tau^2\int_0^TU(T,t)\mathcal D(t)\psi(t)\,dt+O(\tau^3).
\end{equation}
Equivalently $e(T)=\tau^2\varphi(T)+O(\tau^3)$, where
\begin{equation}
i\dot\varphi=H\varphi+\mathcal D\psi,\qquad\varphi(0)=0. \label{phi}
\end{equation}
This is second-order convergence with its coefficient. It requires fields and states smooth enough for the commutators acting on $\psi$ to be finite; a discontinuous barrier is outside this analysis.

If $A$ is sampled at the left end of each step, the Hamiltonian used is $H_m-\tau\dot H/2+\cdots$. The generator then has an error proportional to $\tau$, and the method is in general of first order.

\section{Large steps and false resonances}

The expansion in $\tau$ hides a failure that appears when the phase per step is large. Let $G$ be the effective perturbation defined by $\mathcal S=e^{-i\tau(K+G)}$, and work to first order in $W$. The two sides are
\begin{align}
\mathcal S&=e^{-iK\tau}-\tfrac{i\tau}{2}(We^{-iK\tau}+e^{-iK\tau}W),\\
e^{-i\tau(K+G)}&=e^{-iK\tau}-i\int_0^\tau e^{-iK(\tau-s)}Ge^{-iKs}\,ds .
\end{align}
Take matrix elements between eigenstates of $K$ with energies $E_a,E_b$ and let $\omega=E_a-E_b$. After removal of the common factor $-i\tau e^{-i(E_a+E_b)\tau/2}$, the first line gives $W_{ab}\cos(\omega\tau/2)$ and the second gives $G_{ab}\sin(\omega\tau/2)/(\omega\tau/2)$. Therefore
\begin{equation}
G_{ab}=W_{ab}\,\frac{\omega\tau}{2}\cot\frac{\omega\tau}{2}. \label{cot}
\end{equation}
Between states of opposite branches $\omega=E_p+E_{p'}$, and the factor diverges at $(E_p+E_{p'})\tau=2\pi$. The two free phases then coincide, and successive small kicks add coherently. If $E_{\max}$ is the largest kinetic energy on the grid, the condition $E_{\max}\tau<\pi$ excludes these first-order resonances for a static $W$. A field that oscillates at angular frequency $\Omega$ moves the resonance to $(E_p+E_{p'}+\Omega)\tau=2\pi$, and a uniform $A(t)$ does so in either factor. The condition then becomes $(2E_{\max}+\Omega)\tau<2\pi$, with $\Omega$ the highest significant frequency of the field. It is a safeguard against resonance, not an accuracy criterion.

The same cotangent governs a constant $A$ in the position factor. Put $\phi=cA\tau$. Moving $\sigma_z$ through $e^{-i\sigma_x\phi/2}$ reverses the sign of the exponent, so
\begin{equation}
\mathcal S=\left(\cos E\tau-\frac{icp}{E}\sin E\tau\,\sigma_x\right)
e^{-i\sigma_x\phi}-\frac{ic^2}{E}\sin E\tau\,\sigma_z .
\end{equation}
Each factor of $\mathcal S$ has a traceless exponent, so its determinant is one and its eigenvalues are $e^{\pm i\varepsilon\tau}$. Half the trace gives
\begin{equation}
\cos\varepsilon\tau=\cos E\tau\cos\phi-\frac{cp}{E}\sin E\tau\sin\phi. \label{quasi}
\end{equation}
Insert $\varepsilon=E+vA+\kappa A^2+\cdots$. The terms linear in $A$ give $v=c^2p/E$, the correct velocity. The quadratic terms give
\begin{equation}
\kappa\tau\sin E\tau=\tfrac12(c^2-v^2)\tau^2\cos E\tau,
\qquad c^2-v^2=\frac{c^6}{E^2},
\end{equation}
hence
\begin{equation}
\kappa=\frac{c^6}{2E^3}\,E\tau\cot(E\tau). \label{kappa}
\end{equation}
The true energy $c\sqrt{(p+A)^2+c^2}$ has the quadratic coefficient $c^6/(2E^3)$. The splitting therefore misstates the energy at order $A^2$, and this error does accumulate as a phase. Since $y\cot y\simeq1-y^2/3$, its relative size in that coefficient is $(E\tau)^2/3$ for small steps.

At $p=0$ and $c^2\tau=1$, \eqref{kappa} multiplies $A^2/2$ by $\cot1=0.6421$. The energy shift found by diagonalizing one step with $A=1$ gives the same four digits.

At $p=0$ and $c^2\tau=\pi$ the step reduces to $-e^{-i\sigma_x\phi}$. A spinor that starts in its upper component then has lower population $\sin^2(n\phi)$ after $n$ steps. For $A=2$, $\phi=2\pi/137.04=0.0459$, and about 34 steps invert the spinor; the computed maximum is $0.9999$. Under the true Hamiltonian the lower population cannot exceed $A^2/(A^2+c^2)=2.13\times10^{-4}$. Both evolutions conserve the norm.

\section{Worked example}

The model has a box of length $1$ bohr, $129$ grid points, and duration $T=0.002$ atomic units ($0.048$ as). The barrier is $V=2000\,e^{-(x/0.1)^2}$ hartree and the pulse is $A=60\sin^2(\pi t/T)$. The packet is a Gaussian in momentum space multiplied by normalized free spinors of positive energy. Its centre is $x_0=-0.15$ bohr, its Gaussian width parameter $0.03$ bohr, and its momentum parameter $p_0=100$, for which
\begin{equation}
E(p_0)=137.036\sqrt{100^2+137.036^2}=2.3247\times10^4\ \text{hartree}.
\end{equation}
The largest grid energy, including the shift by the pulse, is $6.605\times10^4$ hartree. The resonance condition is $\tau<\pi/E_{\max}=4.76\times10^{-5}$, which all the steps below satisfy.

The reference integrates a dense Hamiltonian with a high-order method and a derivative matrix built without Fourier transforms. The errors are norms of the state difference, relative to a state of unit norm:
\begin{center}
\begin{tabular}{cccc}
Steps & $\tau$ & $A$ in kinetic factor & $A$ in position factor\\
100 & $2.0\times10^{-5}$ & $1.18\times10^{-4}$ & $4.61\times10^{-2}$\\
200 & $1.0\times10^{-5}$ & $2.92\times10^{-5}$ & $1.13\times10^{-2}$\\
400 & $5.0\times10^{-6}$ & $7.30\times10^{-6}$ & $2.82\times10^{-3}$\\
800 & $2.5\times10^{-6}$ & $1.82\times10^{-6}$ & $7.04\times10^{-4}$
\end{tabular}
\end{center}
From 400 to 800 steps the kinetic error falls by $7.295/1.823=4.00$, which is order $2.00$; the position treatment has the same order. Its error is $386$ times larger at 800 steps. In both treatments the squared norm after 800 steps differs from one by less than $10^{-13}$.

The size of the larger error can be estimated from \eqref{kappa}. The mean of $\sin^4$ over the pulse is $3/8$, so $\int A^2dt=\frac38\,60^2\times0.002=2.70$. At 800 steps $E\tau=0.0581$ and $c^6/(2E^3)=\frac12(18779/23247)^3=0.264$. The accumulated phase error is about
\begin{equation}
0.264\times2.70\times\frac{(0.0581)^2}{3}=8.0\times10^{-4},
\end{equation}
against the measured $7.0\times10^{-4}$. The estimate neglects the barrier and higher powers of $A$. Equation \eqref{phi} contains both, and its predicted error vectors differ from the measured ones by about $5\times10^{-4}$ of their norm or less in each treatment. This numerical check tests the coefficients in \eqref{kin} and \eqref{pos} as well as the order.

With left-end sampling and $A$ in the kinetic factor, the errors at 400 and 800 steps are $8.51\times10^{-4}$ and $4.24\times10^{-4}$, which is first order. At 800 steps this is over $200$ times the midpoint error.

The mean position moves from $-0.15$ to $0.026805$ bohr. At 800 steps it is wrong by about $10^{-8}$ bohr with $A$ in the kinetic factor and by $2.7\times10^{-6}$ bohr with $A$ in the position factor. A small error in one mean value does not measure the error of the state, whose phase also matters in interference.

For a magnetic field the local matrix factor can be used. In a two-dimensional test with a nonuniform field, the defect of one step agreed with $-i\tau^3D$ from \eqref{D} to a relative $3\times10^{-4}$, and the step was unitary to rounding. The time step should then be chosen by halving it and comparing states, within the resonance limit, because the norm gives no warning of an inaccurate result.

\section*{Numbers as computed}
\begin{verbatim}
speed of light c = 137.035999 a.u.; c^2 = 18778.865 hartree
box L = 1.0 bohr, N = 129, largest |p| = 402.12 a.u.
duration T = 0.002 a.u. = 0.04838 as
barrier V0 = 2000.0 hartree, width = 0.1 bohr
packet p0 = 100.0 a.u., x0 = -0.15 bohr, sigma = 0.03 bohr
pulse amplitude A0 = 60.0 a.u.
free energy E(p0) = 23247.25 hartree
E_max incl. shift A0 = 66053.2 hartree
step limit pi/E_max = 4.7562e-05 a.u.
rest resonance step pi/c^2 = 1.6729e-04 a.u.
4x4 kinetic factor, max deviation = 2.7e-16
4x4 local factor, max deviation = 5.6e-17
one free step of length T, error norm = 2.0e-14
gradient-phase method, error norm = 1.3e-15
state error norms (A in kinetic factor | A in position factor):
  steps 100, dt = 2.00e-05 a.u., c^2 dt = 0.3756: 1.1761e-04 | 4.6139e-02
  steps 200, dt = 1.00e-05 a.u., c^2 dt = 0.1878: 2.9226e-05 | 1.1329e-02
  steps 400, dt = 5.00e-06 a.u., c^2 dt = 0.0939: 7.2953e-06 | 2.8198e-03
  steps 800, dt = 2.50e-06 a.u., c^2 dt = 0.0469: 1.8226e-06 | 7.0416e-04
error ratio position/kinetic at 800 steps = 386.35
kinetic: observed order (400 to 800 steps) = 2.0010
kinetic: predicted error norm at 800 steps = 1.8231e-06
kinetic: relative mismatch of error vector = 5.22e-04
kinetic: |norm^2 - 1| after 800 steps = 7.9e-14
position: observed order (400 to 800 steps) = 2.0016
position: predicted error norm at 800 steps = 7.0390e-04
position: relative mismatch of error vector = 5.13e-04
position: |norm^2 - 1| after 800 steps = 4.0e-14
left-end sampling, errors at 400, 800 steps = 8.5060e-04, 4.2400e-04
left-end sampling, observed order = 1.0044
initial mean position = -0.150000 bohr
final mean position, reference = 0.02680502 bohr
final mean position, kinetic, 800 steps = 0.02680504 bohr
final mean position, position, 800 steps = 0.02680771 bohr
final population with |p| > 300 a.u. = 6.4e-23
final population with |x| > 0.45 bohr = 1.3e-11
2D magnetic step: unitarity defect = 8.9e-16
2D magnetic step: mismatch of error generator = 3.10e-04
interband factor at E dt = 1.2: measured 0.466533, formula 0.466535
rest-energy shift/(A^2/2) at c^2 dt = 1.0: measured 0.642086, formula 0.642093
A = 2.0 a.u., p = 0: true max lower population = 2.1296e-04
  split, c^2 dt = 0.1: max lower population = 2.1154e-04
  split, c^2 dt = pi: max lower population = 0.999859
\end{verbatim}
